**Click coincidences of single-mode thermal light**

The program tests the ratio $R=P_{12}/(P_1P_2)=2(1+m)/(1+2m)$, where $P_1$ and $P_2$ are the click probabilities of two detectors behind an equal splitter, $P_{12}$ is their coincidence probability, and $m$ is the mean detected photon number per arm. It builds the splitter and the loss from a Hamiltonian in photon-number space and asserts that the resulting probabilities agree with the formulas at three brightnesses; the largest error of $R$ is about $10^{-15}$. A separate numerical integral over an exponentially distributed intensity is asserted to give the same ratio for six values of $m$ from 0.01 to 10. Further assertions show that linear counters give 2, that coherent light gives 1, and that with unequal arms the ratio depends on the total detected mean. For the microring example with $m=0.04$ the output gives $R=1.926$. It also sizes six neglected effects, of which a second mode at purity 0.92 is the largest, lowering $R$ by 0.074.

## Verification by program

```python
# Result under test: single-mode thermal light, split equally onto two click
# detectors, has the normalised coincidence ratio
#     R = P12 / (P1 P2) = 2 (1 + m) / (1 + 2 m)
# P1, P2 : click probability of each detector per gate
# P12    : probability that both click in the same gate
# m      : mean detected photon number per arm, m = eta * N / 2
# N      : mean photon number of the source mode; eta : total efficiency
# The tests build the splitter and the loss from their quantum Hamiltonian in
# photon-number space, and separately integrate over a fluctuating intensity.
import numpy as np
from scipy.integrate import quad
from scipy.special import gammaln
from scipy import constants as const

NMAX = 120
numbers = np.arange(NMAX + 1)


def routing_table(transmission):
    """Entry [n, k]: probability that k of n photons leave in output 1.

    Evolves |n, 0> under the coupling a^dag b + a b^dag.
    """
    angle = np.arccos(np.sqrt(transmission))
    table = np.zeros((NMAX + 1, NMAX + 1))
    for n in range(NMAX + 1):
        k = np.arange(n)
        hop = np.sqrt((k + 1.0) * (n - k))
        energy, vec = np.linalg.eigh(np.diag(hop, 1) + np.diag(hop, -1))
        amplitude = vec @ (np.exp(-1j * angle * energy) * vec[n])
        table[n, :n + 1] = np.abs(amplitude) ** 2
    return table


def thermal(mean):
    x = mean / (1.0 + mean)
    return (1.0 - x) * x ** numbers


def poisson(mean):
    return np.exp(numbers * np.log(mean) - mean - gammaln(numbers + 1.0))


def mix(first, second):
    """Number distribution of two independent light fields together."""
    return np.convolve(first, second)[:NMAX + 1]


def joint_numbers(source, routing):
    joint = np.zeros((NMAX + 1, NMAX + 1))
    for n in range(NMAX + 1):
        k = np.arange(n + 1)
        joint[k, n - k] = source[n] * routing[n, :n + 1]
    return joint


def clicks(joint, miss1, miss2):
    """P1, P2, P12 when k photons are missed with probability miss[k]."""
    fire1, fire2 = 1.0 - miss1, 1.0 - miss2
    return (fire1 @ joint.sum(axis=1), fire2 @ joint.sum(axis=0),
            fire1 @ joint @ fire2)


def ratio(probabilities):
    p1, p2, p12 = probabilities
    return p12 / (p1 * p2)


def formula(m):
    return 2.0 * (1.0 + m) / (1.0 + 2.0 * m)


def intensity_average(m):
    """P1 and R from exponentially distributed intensity."""
    p1 = quad(lambda s: -np.exp(-s) * np.expm1(-m * s), 0, np.inf,
              epsabs=1e-14, epsrel=1e-11, limit=200)[0]
    p12 = quad(lambda s: np.exp(-s) * np.expm1(-m * s) ** 2, 0, np.inf,
               epsabs=1e-14, epsrel=1e-11, limit=200)[0]
    return p1, p12 / p1 ** 2


equal = routing_table(0.5)
uneven = routing_table(0.3)

# Loss modelled as a splitter into an unobserved mode
eta_test = 0.6
loss = routing_table(eta_test)
miss_test = loss[:, 0]
assert np.allclose(miss_test, (1 - eta_test) ** numbers, atol=1e-11)
assert np.allclose(thermal(1.0) @ loss, thermal(eta_test), atol=1e-11)
detected = loss @ numbers

# Full quantum calculation against the derived formulas
worst = 0.0
for N in (0.1, 1.0, 3.0):
    m = eta_test * N / 2
    joint = joint_numbers(thermal(N), equal)
    p1, p2, p12 = clicks(joint, miss_test, miss_test)
    mean1 = detected @ joint.sum(axis=1)
    mean2 = detected @ joint.sum(axis=0)
    assert abs(mean1 - m) < 1e-9 and abs(mean2 - m) < 1e-9
    assert abs(p1 - m / (1 + m)) < 1e-10
    assert abs(p12 - 2 * m**2 / ((1 + m) * (1 + 2 * m))) < 1e-10
    error = abs(ratio((p1, p2, p12)) - formula(m))
    worst = max(worst, error)
    assert error < 1e-7
    assert abs(ratio((p1, p2, p12)) - 2 / (1 + p1)) < 1e-7
    # Linear counters keep the value 2: the fall is due to saturation
    linear = detected @ joint @ detected / (mean1 * mean2)
    assert abs(linear - 2) < 1e-7
    # Unequal splitting: only the total detected mean matters
    skew = clicks(joint_numbers(thermal(N), uneven), miss_test, miss_test)
    assert abs(skew[0] - skew[1]) > 1e-3
    assert abs(ratio(skew) - (1 + 1 / (1 + 2 * m))) < 1e-7
    # Coherent light shows no excess coincidences
    flat = clicks(joint_numbers(poisson(N), equal), miss_test, miss_test)
    assert abs(ratio(flat) - 1) < 1e-7

# Unequal efficiencies as well as unequal splitting
skew = clicks(joint_numbers(thermal(1.0), uneven), miss_test,
              0.8 ** numbers)
total = 0.3 * eta_test + 0.7 * 0.2
assert abs(ratio(skew) - (1 + 1 / (1 + total))) < 1e-8

# Fluctuating-intensity road, limits and small-m slope
sweep = (0.01, 0.04, 0.1, 0.3, 1.0, 10.0)
sweep_ratio = [intensity_average(m)[1] for m in sweep]
for m, value in zip(sweep, sweep_ratio):
    assert abs(value - formula(m)) < 1e-6
small = 1e-3
slope = (intensity_average(small)[1] - 2) / small
assert abs(slope + 2) < 5e-3   # next term of the series is 4 * small

# Worked example: silicon microring source, nanowire detectors (rough values)
N_chip, transmission, eta_det = 0.2, 0.5, 0.8
rep_rate, wavelength = 10e6, 1550e-9
eta = transmission * eta_det
m_ex = eta * N_chip / 2
miss = (1 - eta) ** numbers
base_joint = joint_numbers(thermal(N_chip), equal)
p1, p2, p12 = clicks(base_joint, miss, miss)
R = ratio((p1, p2, p12))
assert abs(R - formula(m_ex)) < 1e-8

# Neglected: a second, weaker mode
purity = 0.92
weight = (1 + np.sqrt(2 * purity - 1)) / 2
two_modes = mix(thermal(weight * N_chip), thermal((1 - weight) * N_chip))
joint2 = joint_numbers(two_modes, equal)
g2_true = numbers @ joint2 @ numbers / (
    (numbers @ joint2.sum(axis=1)) * (numbers @ joint2.sum(axis=0)))
assert abs(g2_true - (1 + purity)) < 1e-8
impure = clicks(joint2, miss, miss)


def silent(mean):
    return 1 / ((1 + weight * mean) * (1 + (1 - weight) * mean))


assert abs(impure[2] - (1 - 2*silent(m_ex) + silent(2*m_ex))) < 1e-10
R_impure = ratio(impure)

# Neglected: Poisson background and dark counts
background = 0.01
leaky = mix(thermal(N_chip), poisson(background * N_chip))
R_leak = ratio(clicks(joint_numbers(leaky, equal), miss, miss))
dark_rate, gate = 100.0, 1e-9
dark = -np.expm1(-dark_rate * gate)
R_dark = ratio(clicks(base_joint, (1 - dark) * miss, (1 - dark) * miss))

# Neglected: efficiency not fully recovered one period after a click
recovery = 20e-9
deficit = np.exp(-1 / (rep_rate * recovery))
states = [(0, 0), (1, 0), (0, 1), (1, 1)]
step = np.zeros((4, 4))
for i, (c1, c2) in enumerate(states):
    q1, q2, q12 = clicks(base_joint,
                         (1 - eta * (1 - deficit * c1)) ** numbers,
                         (1 - eta * (1 - deficit * c2)) ** numbers)
    step[i] = [1 - q1 - q2 + q12, q1 - q12, q2 - q12, q12]
steady = np.linalg.matrix_power(step, 200)[0]
assert np.allclose(steady @ step, steady, atol=1e-13)
R_recovery = steady[3] / ((steady[1] + steady[3]) * (steady[2] + steady[3]))

# Neglected: two absorbed photons always fire the wire (extreme case)
internal = 0.95
absorb = eta / internal
miss_wire = ((1 - absorb) ** numbers + (1 - internal) * numbers * absorb
             * (1 - absorb) ** (numbers - 1.0))
R_wire = ratio(clicks(base_joint, miss_wire, miss_wire))

# Neglected: room-temperature photons in the unused splitter port
T_room = 300.0
occupation = 1 / np.expm1(const.h * const.c
                          / (wavelength * const.k * T_room))

print("TESTS")
print(f"largest error of R, quantum calculation: {worst:.1e}")
print(f"slope of R at small m (m = {small}): {slope:.4f}")
print("R from the intensity average:")
for m, value in zip(sweep, sweep_ratio):
    print(f"  m = {m:5.2f}   R = {value:.4f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"wavelength: {wavelength * 1e9:.0f} nm")
print(f"mean photons per pulse on chip: {N_chip}")
print(f"transmission chip to splitter: {transmission}")
print(f"detector efficiency: {eta_det}")
print(f"repetition rate: {rep_rate / 1e6:.0f} MHz")
print("EXAMPLE RESULTS")
print(f"total efficiency eta: {eta:.2f}")
print(f"mean detected number per arm m: {m_ex:.3f}")
print(f"click probability per arm: {p1:.6f}")
print(f"coincidence probability: {p12:.6f}")
print(f"product of click probabilities: {p1 * p2:.6f}")
print(f"ratio R: {R:.4f}")
print(f"shortfall from 2: {2 - R:.4f}")
print(f"purity wrongly read as R - 1: {R - 1:.4f}")
print(f"click rate per arm: {rep_rate * p1 / 1e3:.1f} kHz")
print(f"coincidence rate: {rep_rate * p12 / 1e3:.2f} kHz")
print("relative counting error of coincidences in 1 s: "
      f"{100 / np.sqrt(rep_rate * p12):.2f} %")
print("NEGLECTED EFFECTS (change of R, each alone)")
print(f"second mode, purity {purity}: {R_impure - R:+.4f}")
print(f"  photon-number g2 of that light: {g2_true:.4f}")
print(f"  click ratio of that light: {R_impure:.4f}")
print(f"background {100 * background:.0f} % of signal: {R_leak - R:+.4f}")
print(f"dark rate {dark_rate:.0f} Hz, gate {gate * 1e9:.0f} ns: "
      f"{R_dark - R:+.1e}")
print(f"recovery time constant: {recovery * 1e9:.0f} ns")
print(f"  efficiency deficit after one period: {100 * deficit:.2f} %")
print(f"  change of R: {R_recovery - R:+.1e}")
print(f"two-photon firing, internal efficiency {internal}: "
      f"{R_wire - R:+.1e}")
print(f"photons per mode in unused port at {T_room:.0f} K: "
      f"{occupation:.1e}")
print("every check passed")
```

Output:

```
TESTS
largest error of R, quantum calculation: 1.1e-15
slope of R at small m (m = 0.001): -1.9960
R from the intensity average:
  m =  0.01   R = 1.9804
  m =  0.04   R = 1.9259
  m =  0.10   R = 1.8333
  m =  0.30   R = 1.6250
  m =  1.00   R = 1.3333
  m = 10.00   R = 1.0476
EXAMPLE INPUTS (rough typical values)
wavelength: 1550 nm
mean photons per pulse on chip: 0.2
transmission chip to splitter: 0.5
detector efficiency: 0.8
repetition rate: 10 MHz
EXAMPLE RESULTS
total efficiency eta: 0.40
mean detected number per arm m: 0.040
click probability per arm: 0.038462
coincidence probability: 0.002849
product of click probabilities: 0.001479
ratio R: 1.9259
shortfall from 2: 0.0741
purity wrongly read as R - 1: 0.9259
click rate per arm: 384.6 kHz
coincidence rate: 28.49 kHz
relative counting error of coincidences in 1 s: 0.59 %
NEGLECTED EFFECTS (change of R, each alone)
second mode, purity 0.92: -0.0740
  photon-number g2 of that light: 1.9200
  click ratio of that light: 1.8519
background 1 % of signal: -0.0190
dark rate 100 Hz, gate 1 ns: -4.8e-06
recovery time constant: 20 ns
  efficiency deficit after one period: 0.67 %
  change of R: +1.8e-05
two-photon firing, internal efficiency 0.95: +1.7e-04
photons per mode in unused port at 300 K: 3.7e-14
every check passed
```
